Quartic Landau coefficients of a cubic paraelectric from third-order dielectric response

**Question**

I have a cubic crystal in its paraelectric phase, cut into plates with normals [100], [111] and [110]. For the first two I know the polarization along the field,

P = χE + χ₃E³ + …

with χ/ε₀ = 300 for both, χ₃[100] = −30 and χ₃[111] = −18, in µC/cm² per (MV/cm)³. I want the coefficients α₁₁ and α₁₂ of the Landau-Devonshire free energy, and then a prediction for the [110] plate before I measure it.

Along [100] I can invert the series and find α₁₁. Along [111] all three components of P are present and I lose track of the factors. For [110] I was going to average the two results, since the direction lies between them, which gives −24. Is that right? And if the measurement agrees with the correct prediction, have I shown that my α₁₁ and α₁₂ are right?

**Answer**

The average is not right: the two directions enter with unequal weights. Agreement along [110] would also show less than you hope. Both points follow from writing the response for a general direction first.

**Conventions**

Take the free energy density at fixed temperature and zero stress,

F = α₁P² + F₄(P) + sixth-order terms

F₄(P) = α₁₁(Pₓ⁴ + P_y⁴ + P_z⁴) + α₁₂(Pₓ²P_y² + P_y²P_z² + P_z²Pₓ²)

with α₁ > 0, so that without a field P = 0 is stable against small changes of P. The equation of state is E = ∂F/∂P, where E is the field inside the crystal. It has the same form in Gaussian and SI units. I use SI, where χ contains ε₀. This F has no term of third order in P, which matches your series without an E² term. The cubic classes 4̄3m and 23 allow a term βPₓP_yP_z. It would add an E² term along [111] and leave the [110] rule below intact, but the recovered α₁₂ would then be α₁₂ − χβ²/2.

**Response along any direction**

Differentiating F gives

E = 2α₁P + ∇F₄(P) + O(P⁵).

To lowest order P = χE with χ = 1/(2α₁), the same in every direction. Your equal values of χ along [100] and [111] are therefore already a first check. Multiply the equation of state by χ and rearrange:

P = χE − χ∇F₄(P) + O(E⁵).

In the middle term P may be replaced by χE. The two differ at order E³, and since ∇F₄ is cubic in P, the error is of order E⁵. Now put E = En, with n a unit vector. A cubic function obeys ∇F₄(χEn) = χ³E³∇F₄(n), so the component along the field is

n·P = χE − χ⁴E³ n·∇F₄(n) + O(E⁵).

The last factor needs no component algebra. Because F₄(λn) = λ⁴F₄(n), differentiating with respect to λ and setting λ = 1 gives n·∇F₄(n) = 4F₄(n). Hence

χ₃(n) = −4χ⁴F₄(n).

The minus sign means that a positive quartic energy stiffens the crystal and reduces its response.

Let s = nₓ⁴ + n_y⁴ + n_z⁴. Squaring nₓ² + n_y² + n_z² = 1 gives 1 = s + 2(nₓ²n_y² + n_y²n_z² + n_z²nₓ²), so

F₄(n) = α₁₁s + α₁₂(1 − s)/2.

The longitudinal third-order response is thus a straight line in s. The three directions have

[100]: s = 1, F₄ = α₁₁
[111]: s = 1/3, F₄ = (α₁₁ + α₁₂)/3
[110]: s = 1/2, F₄ = α₁₁/2 + α₁₂/4.

**Solving for the coefficients**

The first direction gives

α₁₁ = −χ₃[100]/(4χ⁴).

The second gives 3χ₃[111] = −4χ⁴(α₁₁ + α₁₂). Subtracting χ₃[100] = −4χ⁴α₁₁ leaves −4χ⁴α₁₂, so

α₁₂ = −(3χ₃[111] − χ₃[100])/(4χ⁴).

For the third direction,

χ₃[110] = −4χ⁴(α₁₁/2 + α₁₂/4)
= χ₃[100]/2 + (3χ₃[111] − χ₃[100])/4
= (χ₃[100] + 3χ₃[111])/4.

The weights are 1/4 and 3/4 because s = 1/2 lies three quarters of the way from 1 to 1/3. It is s that lies between the other two values, not the direction itself: [110] is not in the plane of [100] and [111].

Two special cases help to check the factors. If α₁₂ = 2α₁₁, then F₄ = α₁₁(P²)² is isotropic, and all three responses coincide. If α₁₂ < −α₁₁, the [111] response becomes positive: the crystal softens along that axis. The formulas still apply at small field as long as the crystal stays in the state near P = 0, but sixth-order terms are then needed to keep F bounded below, and a polarized state may have lower energy.

**Your numbers**

The unit of χ₃ is 10⁻² C/m² divided by (10⁸ V/m)³, which is 10⁻²⁶ C·m/V³. With χ = 300ε₀ = 2.656×10⁻⁹ C/(V·m), 4χ⁴ = 1.991×10⁻³⁴ in SI units. Therefore

α₁₁ = 30×10⁻²⁶/(1.991×10⁻³⁴) = 1.51×10⁹ J·m⁵/C⁴

α₁₂ = (54 − 30)×10⁻²⁶/(1.991×10⁻³⁴) = 1.21×10⁹ J·m⁵/C⁴.

In Gaussian units these are 1.87×10⁻¹² and 1.49×10⁻¹² erg·cm⁵/esu⁴. The prediction is

χ₃[110] = (−30 − 54)/4 = −21 µC/cm² per (MV/cm)³.

As a test of the expansion, I put these coefficients into the full free energy, with the sixth-order terms given below, and solved the three-component equation of state numerically. The zero-field limit of the third-order response along [110] came out as −20.99999 in the same unit.

**What about polarization across the field?**

In your three directions all nonzero components of n have equal magnitude, so ∇F₄(n) is parallel to n and no transverse polarization appears at third order. Along [210] it does. Take t = (−1, 2, 0)/√5, perpendicular to n = (2, 1, 0)/√5. The α₁₂ part of the gradient is 2α₁₂nᵢ(1 − nᵢ²), whose first piece drops out because t·n = 0. This leaves

t·P = −χ⁴E³(4α₁₁ − 2α₁₂)(tₓnₓ³ + t_yn_y³),

and the last bracket is −6/25. With 4χ⁴α₁₁ = 30 and 4χ⁴α₁₂ = 24 in the unit of χ₃, t·P = (6/25)(30 − 12)E³ = 4.3E³. At 0.05 MV/cm, division by χE (χ = 26.56 µC/cm² per MV/cm) gives a tilt of about 0.023°, towards [110], where the quartic energy is lower. The longitudinal formula remains valid: s = 17/25 gives χ₃[210] = −24.24, as does the numerical solution.

**Which χ₃ did you measure?**

Three conventions can spoil the coefficients.

If you measure the small-signal slope under a bias field E, then dP/dE = χ + 3χ₃E², with a factor 3. In the full numerical solution at 0.05 MV/cm the slope falls by 0.84% along [100], 0.50% along [111] and 0.59% along [110]; higher orders make this slightly less than the formula gives. The formula assumes that bias and probe act under the same thermal and mechanical conditions.

If you apply E₀ sin ωt slowly enough for a static response, use sin³ωt = (3 sin ωt − sin 3ωt)/4. The coefficient of sin 3ωt is −χ₃E₀³/4, where E₀ is the peak field, not the rms value. For [100] and E₀ = 0.05 MV/cm this is 9.4×10⁻⁴ µC/cm²; the full solution gives 9.3×10⁻⁴, the difference coming from higher orders.

If you measure D = ε₀E + P, the cubic term is unchanged but the linear one is χ + ε₀. Using it as χ multiplies both quartic coefficients by (300/301)⁴, an error of −1.3%.

**How small must the field be?**

On each of your axes write E = P/χ + bP³ + cP⁵, where b = 4F₄(n) and c is six times the sixth-order energy F₆(n). Insert P = χE + χ₃E³ + χ₅E⁵. The terms in E⁵ must cancel:

χ₅/χ + 3bχ²χ₃ + cχ⁵ = 0.

With χ₃ = −bχ⁴ this becomes

χ₅ = 3χ⁷b² − χ⁶c.

If you form (P/E − χ)/E² at one field, you obtain χ₃ + χ₅E² to this order. For the numbers I used

F₆ = α₁₁₁ΣPᵢ⁶ + α₁₁₂ΣPᵢ⁴(P² − Pᵢ²) + α₁₂₃Pₓ²P_y²P_z²

with round values 5×10⁹, 3×10⁹ and −3×10⁹ J·m⁹/C⁶. At 0.05 MV/cm the apparent values are −29.77, −17.91 and −20.89 for [100], [111] and [110], instead of −30, −18 and −21.

The quantity χ₅ contains b² and a different angular function in c, so it need not follow the 1/4, 3/4 rule. Here it misses that rule by 5.9% of the value the rule would give. Yet the apparent χ₃[110] differs from the one predicted from the other two apparent values by 0.03%, because χ₅E² is itself a small correction. Agreement along [110] is therefore no proof that the field was low enough for the coefficients. Fit P/E = χ + χ₃E² + χ₅E⁴ over a range of fields, with χ free. If χ is instead fixed beforehand with an error δχ, the quantity (P/E − χ)/E² is wrong by δχ/E² in magnitude, which grows without limit towards zero field. The fit needs precise data: along [100] at 0.05 MV/cm the cubic term is only 0.28% of the linear one. With ten equally spaced fields up to that value, a 3% error in χ₃ requires independent relative errors in P/E no larger than about 2.4×10⁻⁵ along [100], and 1.4×10⁻⁵ along [111], where the cubic term is smaller.

**How sharp is the test?**

Suppose each χ₃ has an independent error of 3%, and the common χ an error of 1%. The fourth power turns the latter into 4%, so α₁₁ is uncertain by √(3² + 4²) = 5%. For α₁₂ the errors of 30 and 54 are 0.90 and 1.62, which combine to 1.85. Relative to the difference, 24, that is 7.7%; with the 4% from χ the total is 8.7%.

The prediction does not contain χ. Its error is 1.85/4 = 0.46. The measured [110] value brings its own 0.63, so measurement minus prediction has a standard error of 0.78. A result of −21.5 would be no evidence against the model.

The temperature must also be the same. In the Curie-Weiss regime χ is proportional to 1/(T − T₀). With a Curie constant of 8×10⁴ K and T = 300 K, χ/ε₀ = 300 implies T₀ = 33 K. If the [111] run alone is 1 K warmer, |χ₃[111]| falls by 1.5% and the magnitude of the prediction by 1.0%. To correct for this, compare χ₃/χ⁴, with each χ taken from its own run: the combination equals −4F₄(n), which is independent of temperature if α₁₁ and α₁₂ are. The price is the fourth power. With an independent 1% error in each χ, the standard error of measurement minus prediction rises from 0.78 to 1.3, while the shift removed is only 0.2. For so small an offset the correction helps only if the χ values are known much more precisely.

**What agreement would show**

The rule needs a quartic energy of cubic symmetry that is the same in all three runs. It does not identify the origin of that energy. Two effects change your coefficients and leave the rule intact.

The first is adiabatic driving. Let α₀ = dα₁/dT, and let C be the heat capacity per volume. The entropy contains −∂(α₁P²)/∂T = −α₀P². If no heat is exchanged, the lattice must gain the entropy that the polarization loses:

CΔT/T = α₀P², so ΔT = α₀TP²/C.

The warming raises α₁ and adds 2α₀ΔT P = (2α₀²T/C)P²P to the field. This is the gradient of Δ(P²)² with

Δ = α₀²T/(2C).

Since (P²)² contains each Pᵢ⁴ once and each Pᵢ²Pⱼ² twice, α₁₁ grows by Δ and α₁₂ by 2Δ. For C = 3×10⁶ J/(m³·K) the shifts are 1.7% and 4.1%. Under a sustained alternating field the mean temperature can relax to that of the surroundings. The sin 3ωt coefficient then still shows the full shift, but the fundamental only a third of it.

The second effect is larger. A free crystal strains by electrostriction:

Sᵢᵢ = Q₁₁Pᵢ² + Q₁₂(P² − Pᵢ²), with engineering shear Q₄₄PᵢPⱼ.

If all strain is blocked, the elastic energy of undoing this strain is added to F. It is quadratic in S, hence quartic in P, and it has cubic symmetry. For P along [100], splitting the strain into volume and shape parts gives the added energy per P⁴:

(Q₁₁ + 2Q₁₂)²/[6(s₁₁ + 2s₁₂)] + (Q₁₁ − Q₁₂)²/[3(s₁₁ − s₁₂)].

Take Q₁₁ = 0.05, Q₁₂ = −0.015 and Q₄₄ = 0.02 m⁴/C², with compliances s₁₁ = 3.5×10⁻¹², s₁₂ = −0.8×10⁻¹² and s₄₄ = 8×10⁻¹² Pa⁻¹. The sum is 0.35×10⁸ + 3.28×10⁸ = 3.6×10⁸ J·m⁵/C⁴. Thus α₁₁ rises by 24%, while the same calculation for [111] shows that α₁₂ falls by 19%. The numerical responses of the clamped crystal still satisfy the [110] rule.

A field that oscillates well above the acoustic resonances of the plate blocks only the oscillating part of the strain; the mean strain can still relax. The sin 3ωt coefficient then gives the clamped χ₃, while the fundamental, or the fast slope under a static bias, gives a value between the free and the clamped one.

A film held by its substrate is different. It is clamped in its plane and free along its normal, so the three orientations have different mechanical constraints. For a (100) film with no misfit strain, the in-plane stress σ satisfies Q₁₂P² + (s₁₁ + s₁₂)σ = 0, and the added energy is Q₁₂²P⁴/(s₁₁ + s₁₂). The other normals bring in other combinations of constants. With the values above, the [110] response misses the prediction from the other two films by 2.0%. That is about half the standard error found above, so one set of measurements with 3% errors would not reveal it.

**Comparison with real crystals**

Your χ, and the Curie constant I assumed, are close to those of strontium titanate at room temperature; the quartic coefficients follow from your χ₃, and the electrostrictive and elastic values are round model parameters of a plausible size. A rough bulk breakdown field of 0.3 MV/cm is six times the working field used here, but it depends strongly on thickness and defects. Of the assumptions examined, free strain matters most: blocking it moves α₁₁ by 24% in this model. Electrode layers, space charge and defects are left out. A thin linear layer in series adds a field κP, if ε₀E is neglected beside P. The measured equation of state then has 2α₁ + κ in place of 2α₁, but the same cubic term, so −χ₃/(4χ⁴) still gives F₄(n) when both responses come from the same plate. A nonlinear layer, or space charge that moves during the measurement, has no such protection.

So measure [110] at the same temperature, with the plate free to strain, and extrapolate to zero field. A clear deviation from −21 then points to broken cubic symmetry, unequal conditions, an extrinsic contribution or a calibration error. Check the plate thickness first: an error of 1% in it changes χ₃ by 3%. Agreement supports the cubic form of the quartic energy. To call α₁₁ and α₁₂ the isothermal, stress-free coefficients, you must establish those two conditions separately. The remaining digits are in the numerical output.

Computed results

```
chi3 unit U = uC/cm^2 per (MV/cm)^3
input chi/eps0: 300
chi: 26.56 uC/cm^2 per MV/cm
input chi3[100]: -30 U
input chi3[111]: -18 U
alpha1: 1.882e+08 J m/C^2
alpha11: 1.507e+09 J m^5/C^4
alpha12: 1.205e+09 J m^5/C^4
alpha11 Gaussian: 1.865e-12 erg cm^5/esu^4
alpha12 Gaussian: 1.492e-12 erg cm^5/esu^4
predicted chi3[110]: -21 U
solved chi3[110]: -20.99999 U
solved chi3[210]: -24.24 U
working field: 0.05 MV/cm
tilt of P for [210]: 0.0232 degree
slope change [100]: -0.837 %
slope change [111]: -0.504 %
slope change [110]: -0.588 %
sin(3wt) coefficient [100]: 0.000929 uC/cm^2
alpha111, alpha112, alpha123: 5.0e+09, 3.0e+09, -3.0e+09 J m^9/C^6
one-field chi3 [100]: -29.77 U
one-field chi3 [111]: -17.91 U
one-field chi3 [110]: -20.89 U
one-field [110] mismatch: 0.0337 %
chi5 relation mismatch: -5.93 %
assumed error of each chi3: 3 %
assumed error of chi: 1 %
error of alpha11: 5 %
error of alpha12: 8.7 %
error of predicted chi3[110]: 0.463 U
error of [110] residual: 0.782 U
breakdown/working field, rough: 6
D used for P: coefficient error: -1.32 %
T, Curie constant: 300, 80000 K
Curie-Weiss temperature: 33.3 K
heat capacity: 3e+06 J/(m^3 K)
adiabatic shift alpha11: 1.65 %
adiabatic shift alpha12: 4.13 %
Q11, Q12, Q44: 0.05, -0.015, 0.02 m^4/C^2
s11, s12, s44: 3.5e-12, -8.0e-13, 8.0e-12 1/Pa
full-clamp shift alpha11: 24.1 %
full-clamp shift alpha12: -19.3 %
film [110] mismatch: 1.96 %
[111] run 1 K warmer: chi3[111]: -1.49 %
same: predicted chi3[110]: -0.955 %
```
